# Atomic spin-orbit correction to the atomization energy of a thallium(I) precursor

## Question

Cyclopentadienylthallium, TlC₅H₅, is a volatile thallium(I) compound with a closed-shell ground state. A scalar-relativistic calculation of its atomization energy includes the relativistic effects that do not depend on spin, but omits spin-orbit coupling. The missing coupling is to be supplied from atomic data.

The free thallium atom has the configuration 6s²6p. Its term ²P consists of a ground level $J=1/2$ and a level $J=3/2$ higher by $\Delta=7793\ \mathrm{cm^{-1}}$. The atomization energy is defined as

$$D=\sum E(\text{atoms})-E(\text{molecule}),$$

at fixed nuclei and without zero-point energy, so that $D>0$ for a bound molecule. Algebra is in atomic units, where $\hbar=1$, and energies are quoted in eV.

## Part (a): the levels of the atom

**Describe the coupling of the 6p electron by $H_{so}=\zeta\,\mathbf l\cdot\mathbf s$, with $\zeta>0$ an energy. Find the two levels and their degeneracy-weighted mean.**

**Answer.** The closed shells carry no net orbital or spin angular momentum, so the total $\mathbf J$ is that of the 6p electron, $\mathbf J=\mathbf l+\mathbf s$. Squaring, and using the fact that $\mathbf l$ and $\mathbf s$ commute, gives

$$\mathbf J^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s ,\qquad
\mathbf l\cdot\mathbf s=\tfrac12\left[J(J+1)-l(l+1)-s(s+1)\right].$$

With $l=1$ and $s=1/2$, the last two terms are $2$ and $3/4$. Hence

$$J=\tfrac12:\quad \tfrac12\left(\tfrac34-2-\tfrac34\right)=-1,\qquad
J=\tfrac32:\quad \tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=+\tfrac12 .$$

The level shifts are $-\zeta$ for the $2J+1=2$ states of $J=1/2$ and $+\zeta/2$ for the 4 states of $J=3/2$. Their weighted mean is

$$\frac{2(-\zeta)+4(\zeta/2)}{6}=0 .$$

The coupling spreads the six states but leaves their mean in place.

## Part (b): the correction for one atom

**Explain which energy the scalar calculation gives for the atom, and find how far the true ground level lies from it. Give the result in eV and in kJ/mol.**

**Answer.** Without spin-orbit coupling the six states of ²P share one energy $E_0$. First-order perturbation theory for a degenerate level adds to $E_0$ the eigenvalues found in (a). Since their mean is zero, $E_0$ is the weighted mean of the two levels. This holds to first order, with the radial 6p function unchanged by the coupling.

The same conclusion holds if the calculation places the electron in one real orbital such as $p_z$ with spin up. A real orbital has $\langle\mathbf l\rangle=0$, because $\mathbf l=-i\,\mathbf r\times\nabla$ is Hermitian and purely imaginary. The expectation value of $\mathbf l\cdot\mathbf s$ in that state therefore vanishes.

The splitting fixes $\zeta$:

$$\Delta=\frac{\zeta}{2}-(-\zeta)=\frac{3\zeta}{2}\quad\Rightarrow\quad \zeta=\frac{2\Delta}{3}.$$

The ground level lies $\zeta$ below the mean. Multiplying the wavenumber by $hc$ gives $\Delta=0.9662$ eV, so

$$E_0-E(J=\tfrac12)=\tfrac23\times0.9662\ \mathrm{eV}=0.6441\ \mathrm{eV}.$$

Multiplication by the Avogadro constant gives 62.15 kJ/mol. The factor $2/3$ reflects the degeneracies: the upper level has twice as many states, so the mean lies twice as far from the lower level as from the upper one.

## Part (c): the correction to the atomization energy

**Show that a closed-shell molecule, described by one determinant, has no first-order spin-orbit energy. Deduce the change of $D$, and apply it to a computed scalar value of 51.72 eV for TlC₅H₅.**

**Answer.** Write the coupling as $\zeta\sum_k l_k s_k$ with $k=x,y,z$, where $l_k$ acts in the thallium 6p shell. Each occupied spatial orbital $i$ holds one electron of each spin, so the first-order energy is

$$E_1=\zeta\sum_i\sum_k\langle i|l_k|i\rangle\,\mathrm{Tr}(s_k)=0,$$

because each spin matrix has zero trace. The molecular energy is unchanged at this order, while the energy of the separated thallium atom falls by $2\Delta/3$. With the sign convention for $D$,

$$D_{\text{corrected}}=D_{\text{scalar}}-\frac{2\Delta}{3}
=51.72\ \mathrm{eV}-0.64\ \mathrm{eV}\approx51.1\ \mathrm{eV}.$$

The atomic correction lowers the atomization energy by about 62 kJ/mol, which here is 1.25 % of the scalar value. If the molecule is split only into a thallium atom and an intact C₅H₅ radical, the thallium correction has the same size but is compared with a single bond instead of all the bonds. For a molecule with $n$ thallium atoms it is $n$ times as large.

A contrasting case is dissociation into Tl⁺ and C₅H₅⁻. The ion Tl⁺ has the closed-shell configuration 6s², so the argument above applies to both sides and the first-order correction is zero. The correction belongs to the open 6p shell of the neutral atom, not to the element as such.

The scalar value was obtained with the PBE0 functional, the def2-SVP basis and an effective core potential on thallium. The geometry was assumed, not optimized: a planar ring with C–C 1.42 Å and C–H 1.09 Å, and thallium 2.40 Å from the ring centre. Errors of the functional, basis and geometry remain in the 51.72 eV. It comes from one small basis and a coarse integration grid, and its convergence is not established, so it only sets the scale against which the correction is compared.

## Part (d): what remains in the molecule

**Treat the molecular orbitals as frozen and derive the second-order spin-orbit energy. In which direction does it change $D$?**

**Answer.** Let $i$ be occupied and $a$ empty spatial orbitals, with energies $\varepsilon_i$ and $\varepsilon_a$. Since $s_k=\sigma_k/2$, the coupling element between spin states $\sigma$ and $\tau$ is

$$\langle a\tau|H_{so}|i\sigma\rangle=\frac{\zeta}{2}\sum_k A_k(\sigma_k)_{\tau\sigma},\qquad A_k=\langle a|l_k|i\rangle .$$

Second-order theory needs the squared modulus summed over both spins. That sum is a trace:

$$\sum_{\sigma\tau}\Big|\sum_kA_k(\sigma_k)_{\tau\sigma}\Big|^2
=\sum_{km}A_k^*A_m\,\mathrm{Tr}(\sigma_k\sigma_m)=2\sum_k|A_k|^2,$$

because $\mathrm{Tr}(\sigma_k\sigma_m)=2\delta_{km}$. Including the factor $\zeta^2/4$,

$$E_2=-\frac{\zeta^2}{2}\sum_{ia}\sum_k\frac{|\langle a|l_k|i\rangle|^2}{\varepsilon_a-\varepsilon_i}.$$

Every term is negative or zero. The molecule is stabilized, so $D$ rises and part of the atomic correction is cancelled.

A simple case shows the meaning. Let one occupied orbital contain $p_z$ with amplitude $c$, and let $p_x$ and $p_y$ be empty at a height $G$ above it. From $\mathbf l=-i\,\mathbf r\times\nabla$, $l_x$ connects $p_z$ to $p_y$ and $l_y$ connects $p_z$ to $p_x$, each with modulus 1. The sum over $k$ and $a$ is $2c^2$, and

$$E_2=-\frac{c^2\zeta^2}{G}.$$

A large gap suppresses the coupling. When $G$ becomes comparable with $\zeta$ or smaller, as it may in a stretched bond, the second-order formula is no longer reliable and the nearly degenerate states should be diagonalized together.

For TlC₅H₅ the computed gap between the highest occupied and lowest empty orbitals is 5.78 eV, nine times $\zeta$. The second-order sum gives $-0.0291$ eV, and diagonalization of the full matrix in the frozen orbitals gives $-0.0296$ eV. Doubling a weak coupling, from one tenth to one fifth of its full strength, multiplies the shift by 4.007, close to the factor 4 of a quadratic law.

These values depend on how the 6p shell is defined inside the molecule. Here it is the lowest empty orbital of Tl⁺, and the occupied orbitals project onto it with a total weight of 1.81 electrons. This is not the number of electrons on thallium: the 6p function overlaps the ring functions, so even a pure ring orbital, if its symmetry matches that of a 6p function, has some projection on it. The shift of about 0.03 eV is thus an estimate for coupling within this one shell. Coupling to other thallium p functions is not included and need not be smaller.

## Part (e): what remains in the atom

**For a 6p electron in a central potential $V(r)$, the radial Dirac equations are**

$$P'=-\frac{\kappa}{r}P+2Mc\,Q,\qquad Q'=\frac{\kappa}{r}Q+\frac{V-E}{c}P,\qquad M=1+\frac{E-V}{2c^2},$$

**with $\kappa=1$ for $p_{1/2}$ and $\kappa=-2$ for $p_{3/2}$. Isolate the spin-orbit term. A model potential adjusted to reproduce $\Delta$ gives $-5.125$ eV for $6p_{1/2}$, $-4.159$ eV for $6p_{3/2}$ and $-4.377$ eV when the term is removed. How accurate is the first-order result of (b) in this model?**

**Answer.** The aim is a pair of equations in which $\kappa$ appears in a single term. Define a new function $\varphi$ by $P'=P/r+2Mc\,\varphi$. Comparison with the first Dirac equation gives

$$Q=\varphi+\frac{wP}{2Mcr},\qquad w=1+\kappa .$$

The derivative of the added fraction, after $P'$ is replaced by its new expression, is

$$\left(\frac{P}{2Mcr}\right)'=\frac{P'}{2Mcr}-\frac{P}{2Mcr^2}-\frac{M'P}{2M^2cr}
=\frac{\varphi}{r}-\frac{M'P}{2M^2cr}.$$

Now $\varphi'=Q'-w\,(P/2Mcr)'$. Inserting $Q$ into the second Dirac equation produces $\kappa\varphi/r$ and $\kappa wP/(2Mcr^2)$. The terms in $\varphi$ combine to $(\kappa-w)\varphi/r=-\varphi/r$. The product $\kappa w=\kappa(\kappa+1)$ equals 2 for both values of $\kappa$. Therefore

$$\varphi'=-\frac{\varphi}{r}+\left[\frac{1}{Mcr^2}+\frac{V-E}{c}+\frac{wM'}{2M^2cr}\right]P .$$

Only the last term distinguishes the two levels. Its factor is $w=2$ for $p_{1/2}$ and $w=-1$ for $p_{3/2}$, which is $-2$ times the eigenvalue of $\mathbf l\cdot\mathbf s$ from (a). Setting $w=0$ gives the scalar-relativistic equation.

The weighted mean of the two model levels is

$$\frac{2(-5.125)+4(-4.159)}{6}\ \mathrm{eV}=-4.481\ \mathrm{eV}.$$

The scalar level, at $-4.377$ eV, is 0.104 eV higher. In this model the ground level lies $0.644+0.104=0.748$ eV below the scalar energy, so the first-order rule misses an extra lowering equal to 16 % of its own value.

The extra part can be traced with an expansion in the eigenvalue $\lambda$ of $\mathbf l\cdot\mathbf s$, taken to second order:

$$E(\lambda)=E_0+\lambda\zeta_0-b\lambda^2 .$$

Here $\zeta_0$ is the first-order coupling energy and $b$ describes the response of the radial function. The shifts are $-\zeta_0-b$ for $\lambda=-1$ and $\zeta_0/2-b/4$ for $\lambda=1/2$. Their difference gives $\Delta=3\zeta_0/2+3b/4$, so $2\Delta/3=\zeta_0+b/2$. At this order the true lowering $\zeta_0+b$ exceeds this by $b/2$, so a positive $b$ gives an extra lowering. If second order accounted for all of the 0.104 eV, $b$ would be about 0.21 eV.

First-order theory requires the downward shift to be twice the upward one. The model gives a ratio of 3.43 at full coupling and 2.09 when the spin-orbit term is reduced to one tenth, with the potential held fixed. The ratio thus approaches 2 as the coupling weakens. The second-order expansion with $b=0.21$ eV would give 2.12 instead of 2.09 at one tenth of the coupling. Higher orders therefore contribute at full coupling, and 0.21 eV is only an effective value, not the true second-order coefficient.

The potential used was, in atomic units with $Z=81$,

$$V=-\frac{1+(Z-1)S}{r},\qquad S=\frac{1}{(Z-1)^{0.4}\,d\,(e^{r/d}-1)+1},$$

with $d$ fitted to $\Delta$ and equivalent to about 0.3333 Å; this rounded value reproduces the levels to about 0.002 eV. Its binding energy of 5.1 eV is below the measured ionization energy of roughly 6 eV, so the 0.104 eV is an estimate. It also refers to the scalar equation with $w=0$. An effective core potential may define its spin-free reference differently, and the number cannot then be transferred unchanged.

## Part (f): the total and its use

**Estimate the total spin-orbit change of $D$ for TlC₅H₅, including the carbon atoms. Take their ³P levels $J=0,1,2$ at roughly 0, 16 and 43 cm⁻¹. Does a source temperature of about 400 K matter, and when does the correction not apply to a real process?**

**Answer.** The same averaging applies to carbon, with weights $2J+1=1,3,5$. The ground level lies below the mean by

$$\frac{3\times16+5\times43}{9}\ \mathrm{cm^{-1}}\approx29\ \mathrm{cm^{-1}},$$

which amounts to 0.018 eV for five atoms. Hydrogen has $l=0$ in its ground state and contributes nothing. The sum is

$$\delta D\approx-0.644-0.104-0.018+0.030\approx-0.74\ \mathrm{eV},$$

or about $-71$ kJ/mol. The terms are, in order, the first-order thallium correction, the atomic response, carbon, and the molecular second-order energy. The figure of 62 kJ/mol is only the first of these. The atomic and molecular higher-order terms have opposite signs, so their net effect depends on how evenly the two are treated. The largest addition is the atomic response, which rests on a model potential. The molecular term covers only coupling within the 6p shell. Coupling to thallium p functions outside that shell is left out of it, although the atomic response contains its counterpart, so the two sides are not treated equally. The part left out may exceed the 0.030 eV included. The sum also adds the 0.104 eV of the model to a result obtained with an effective core potential, whose spin-free reference may differ, as noted in (e). The total is therefore a rough estimate that may be off by a tenth of an eV or more, and its magnitude is probably too large. When both higher-order terms are taken from the spin-orbit part of the effective core potential, with frozen orbitals and the coupling scaled to $\Delta$, the atomic response is about 0.07 eV and the molecular term, measured relative to Tl⁺, about 0.08 eV. They nearly cancel, and the total is then about $-0.65$ eV, close to the first-order value.

In thermal equilibrium the fraction of free thallium atoms in $J=3/2$ is

$$f=\frac{4e^{-\Delta/k_BT}}{2+4e^{-\Delta/k_BT}},$$

which is $1.3\times10^{-12}$ at 400 K. The use of the ground level is justified. If only these two levels are counted and $k_BT$ is much larger than $\Delta$, $f$ approaches $2/3$. The mean energy of the ²P states then returns to $E_0$ to first order, so the first-order correction vanishes, while the atomic response found in (e) does not.

In vapour deposition, 400 K is a rough temperature for the heated source from which the precursor evaporates. The precursor then reacts at a surface, and free thallium atoms need not appear in the energy balance. If thallium passes from one closed-shell thallium(I) species to another, neither side has a first-order shift, and applying the atomic correction to one side would introduce an error of 0.644 eV. The correction is needed where a free neutral thallium atom appears in the energy balance, as it does when a heat of formation is derived from a computed atomization energy. Such a derivation also needs the zero-point and thermal energies, which are left out here. The computed values entering the sum above are collected in the numerical output below.

## Calculated quantities

```
THALLIUM ATOM, FIRST ORDER
splitting Delta, input             7793 cm^-1
splitting Delta                    0.9662 eV
coupling energy zeta               0.6441 eV
J=3/2 above the weighted mean      0.3221 eV
J=1/2 below the weighted mean      0.6441 eV
same, main result                  62.15 kJ/mol
PRECURSOR TlC5H5, PBE0/def2-SVP, assumed geometry
C-C length, input                  1.42 angstrom
C-H length, input                  1.09 angstrom
Tl to ring centre, input           2.40 angstrom
scalar atomization energy          51.72 eV
after thallium correction          51.07 eV
correction / scalar energy         1.25 %
MOLECULAR SECOND-ORDER COUPLING
HOMO-LUMO gap                      5.78 eV
projected Tl 6p population         1.810 electrons
energy shift, second-order sum     -0.0291 eV
energy shift, diagonalization      -0.0296 eV
shift ratio for doubled coupling   4.007
ATOMIC RESPONSE BEYOND FIRST ORDER, MODEL POTENTIAL
one-electron ion splitting error   1.2e-06 (relative)
fitted screening range             0.3333 angstrom
6p1/2 energy                       -5.125 eV
scalar 6p energy                   -4.377 eV
6p3/2 energy                       -4.159 eV
down/up shift ratio, full coupling 3.431
down/up shift ratio, 1/10 coupling 2.094
extra lowering of J=1/2            0.1040 eV
OTHER EFFECTS AND SUM
rough carbon J=1, J=2 levels       16, 43 cm^-1
five carbon atoms, lowering        0.0181 eV
rough source temperature           400 K
thermal fraction in J=3/2          1.3e-12
estimated total spin-orbit change  -0.737 eV
same                               -71.1 kJ/mol
```
